# The Lany-Zunger Shape Coefficient for a Simple-Cubic Defect Supercell

## 1. A spherical cell

Place a point charge \(q\) at the centre of a sphere of radius \(a\) and volume \(\Omega=4\pi a^3/3\). Fill the sphere with a uniform charge density \(-q/\Omega\), so that the cell is neutral. Spheres do not tile space, but this cell can be solved by Gauss's law and shows how a shape coefficient arises.

Formulas are in Gaussian form. With charges in units of \(e\) and lengths in nm, multiplication by \(e^2/(4\pi\varepsilon_0)=1.440\) eV nm gives energies in eV.

Outside the neutral sphere the field vanishes, and so does the potential. Inside,

\[
\phi_0(r)=q\left[\frac1r-\frac{3}{2a}+\frac{r^2}{2a^3}\right].
\]

The last term has Laplacian \(3q/a^3=4\pi q/\Omega\), as the background requires, and the constant makes \(\phi_0(a)=0\). The mean over the cell is

\[
\bar\phi_0=\frac q\Omega\left[2\pi a^2-2\pi a^2+\frac{2\pi a^2}{5}\right]=\frac{3q}{10a}.
\]

A periodic calculation sets the mean potential to zero, which means subtracting \(\bar\phi_0\). The potential at the charge, without its own \(q/r\), becomes

\[
-\frac{3q}{2a}-\frac{3q}{10a}=-\frac{9q}{5a}.
\]

The interaction energy is half of \(q\) times this, \(-9q^2/(10a)\). To recover the isolated charge one adds \(9q^2/(10a)\).

Now let the medium have dielectric constant \(\varepsilon\). It draws a charge \(-q(1-1/\varepsilon)\) to the defect. Polarization cannot change the total charge of the cell, so \(+q(1-1/\varepsilon)\) is left spread through it. The mean of \(r^2\) over the sphere is \(3a^2/5\), and the spread charge has the second moment \(Q_u=\tfrac35q(1-1/\varepsilon)a^2\).

The Lany-Zunger construction subtracts \(2\pi qQ_u/(3\varepsilon\Omega)\) from the screened correction \(9q^2/(10\varepsilon a)\). For the sphere,

\[
\frac{2\pi qQ_u}{3\varepsilon\Omega}=\frac{3q^2}{10\varepsilon a}\left(1-\frac1\varepsilon\right),
\]

which is the fraction \(\tfrac13(1-1/\varepsilon)\) of the correction. The shape coefficient of a sphere is thus \(-1/3\). For a cube the same steps give \(-0.369\).

The sphere also gives a warning. The subtracted energy equals \((1-1/\varepsilon)\,q\bar\phi_0/\varepsilon\): it has the form of a charge times a shift of the potential zero. Whether it belongs in the energy depends on how potentials are aligned.

## 2. What is uniform in the screening charge

Take a simple-cubic supercell of edge \(L\) with the defect at the centre. The host is a linear, isotropic dielectric whose response depends on the wavevector \(k\) alone, so local fields of the atomic lattice are left out. An external density \(\rho(\mathbf G)\) then induces

\[
\rho_{\rm ind}(\mathbf G)=\left[\frac1{\varepsilon(G)}-1\right]\rho(\mathbf G),\quad \mathbf G\ne0;\qquad \rho_{\rm ind}(0)=0 .
\]

The second statement is charge conservation. A simple model that screens fully at long range and not at all at short range is

\[
\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{\lambda^2k^2}{1+\lambda^2k^2},
\]

so that

\[
\frac1{\varepsilon(k)}-1=-\left(1-\frac1\varepsilon\right)\frac1{1+\lambda^2k^2}.
\]

If the term \(\mathbf G=0\) were kept, the Fourier sum for a point charge would give one compact cloud per cell, of charge \(-q(1-1/\varepsilon)\) and range \(\lambda\). Leaving it out subtracts the mean density of these clouds:

\[
\rho_{\rm ind}(\mathbf r)=(\text{clouds})+\frac{q(1-1/\varepsilon)}{L^3}.
\]

The screening charge as a whole is therefore not uniform. Its compensating part is, and away from the defect that part is all one sees, provided \(\lambda\ll L\). For \(L=1.0\) nm, \(\lambda=0.05\) nm and a Gaussian defect charge of width \(s=0.05\) nm, the density is 1.0000 of the uniform value at the cell corner and 0.9905 at the face centre, where a remnant of the negative cloud survives.

This charge is distinct from the neutralizing background \(-q/L^3\) of the calculation. Adding the point charge, the long-range screening and the background gives

\[
\frac q\varepsilon\left[\delta(\mathbf r)-\frac1{L^3}\right],
\]

a neutral cell with charge \(q/\varepsilon\) at its centre.

## 3. The quadrupole term for a localized charge

The coefficient rests on the Makov-Payne expansion, whose sign must be settled first. For a density \(\rho\) in vacuum,

\[
E_{\rm iso}=\frac12\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi|\rho(\mathbf k)|^2}{k^2},\qquad
E_{\rm per}=\frac1{2L^3}\sum_{\mathbf G\ne0}\frac{4\pi|\rho(\mathbf G)|^2}{G^2}.
\]

Omitting \(\mathbf G=0\) supplies the background and sets the mean potential to zero. For a point charge, the potential at the charge due to everything else is \(-q\alpha/L\), with \(\alpha=2.8373\) for the simple-cubic lattice. Hence

\[
E_{\rm iso}-E_{\rm per}=\frac{q^2\alpha}{2L}\qquad\text{(point charge)}.
\]

The infinite self-energy is common to both sides; one may picture the point as a Gaussian whose width tends to zero.

Now let \(\rho\) be extended but confined well inside the cell, with cubic symmetry about the centre. Then \(\int\rho\,x_ix_j\,d^3r=\delta_{ij}Q/3\), where \(Q=\int\rho\,r^2d^3r\), and the dipole vanishes. Expanding the exponential in \(\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r\),

\[
\rho(\mathbf k)=q-\frac{k^2Q}{6}+\dots,\qquad |\rho(\mathbf k)|^2=q^2-\frac{qQk^2}{3}+\dots
\]

Let \(h(\mathbf k)=4\pi\left(|\rho(\mathbf k)|^2-q^2\right)/k^2\) be the difference from the point charge. It is continuous at the origin, with \(h(0)=-4\pi qQ/3\). The change in \(E_{\rm iso}-E_{\rm per}\) is

\[
\frac12\left[\int\!\frac{d^3k}{(2\pi)^3}h-\frac1{L^3}\sum_{\mathbf G}h(\mathbf G)\right]+\frac{h(0)}{2L^3},
\]

where the sum now includes \(\mathbf G=0\) and the last term puts back what was added. By Poisson's summation formula, the bracket is minus the sum over lattice vectors \(\mathbf R\ne0\) of the real-space transform of \(h\). That transform is the interaction of two extended charges at distance \(R\), less that of two point charges. With cubic symmetry and no overlap it begins with fourth-order multipoles, of order \(L^{-5}\). Therefore

\[
E_{\rm iso}-E_{\rm per}=\frac{q^2\alpha}{2L}-\frac{2\pi qQ}{3L^3}+O(L^{-5}).
\]

A charge spread with the same sign as \(q\) lowers the correction.

This was tested on a unit charge made of six equal Gaussians of width \(0.04L\), displaced by \(\pm0.06L\) along the axes. Here \(Q=(3\times0.04^2+0.06^2)L^2=0.0084L^2\), and the formula gives \(-0.01759/L\). The energies, computed from pair interactions and the reciprocal sum, give \(-0.01763/L\). The difference, \(-4.0\times10^{-5}/L\), is the fourth-order multipole interaction with the images: it grows as the fourth power of the displacement, here \(0.06^4\approx1.3\times10^{-5}\) times a lattice sum of about \(-3.1\).

## 4. The coefficient 0.369

The Lany-Zunger step has three ingredients:

1. both terms of the expansion are divided by \(\varepsilon\);
2. \(Q\) is taken to be the second moment of the screening charge in the supercell;
3. that moment is taken from the uniform part alone.

Over the cube,

\[
\int r^2d^3r=3L^2\int_{-L/2}^{L/2}x^2dx=3L^2\,\frac{L^3}{12}=\frac{L^5}{4}.
\]

Multiplication by the density \(q(1-1/\varepsilon)/L^3\) gives

\[
Q_u=q\left(1-\frac1\varepsilon\right)\frac{L^2}{4}.
\]

Because \(Q_u\) grows as \(L^2\), the term that was of order \(L^{-3}\) becomes one of order \(L^{-1}\):

\[
\frac{2\pi qQ_u}{3\varepsilon L^3}=\frac{\pi q^2}{6\varepsilon L}\left(1-\frac1\varepsilon\right).
\]

Dividing by the leading term,

\[
\frac{\pi q^2}{6\varepsilon L}\cdot\frac{2\varepsilon L}{q^2\alpha}=\frac{\pi}{3\alpha}=0.369,
\]

and hence

\[
E_{\rm LZ}=\left[1+c\left(1-\frac1\varepsilon\right)\right]\frac{q^2\alpha}{2\varepsilon L},\qquad
c=-\frac{\pi}{3\alpha}=-0.369 .
\]

For \(\varepsilon\to1\) there is no screening charge and the bracket is 1. For \(\varepsilon\to\infty\) it tends to 0.631.

Ingredient 3 holds for a cell large against the cloud. A spherical density of unit charge has the transform \(1-k^2\langle r^2\rangle/6+\dots\), so the Gaussian factor \(e^{-s^2k^2/2}\) contributes \(3s^2\) and the factor \(1/(1+\lambda^2k^2)\) contributes \(6\lambda^2\). The total moment of the screening charge, divided by \(q(1-1/\varepsilon)\), is

\[
\frac{L^2}{4}-3s^2-6\lambda^2 .
\]

For the lengths of section 2 this is 0.2275 nm², against 0.2500 nm² for the uniform part. A sum over a grid of 64 points along each edge gives 0.2276 nm², equal within the error of the grid, and with this moment the coefficient would be \(-0.336\).

## 5. The energy of the dielectric contains no such reduction

The expansion of section 3 assumed a density confined inside the cell, with a moment independent of \(L\). The uniform charge reaches the cell boundary and its moment grows with the cell. Moreover, a uniform density has no Fourier component at \(\mathbf G\ne0\), so it does not enter \(E_{\rm per}\) at all; around an isolated defect, its density is zero. Uniformity alone therefore does not establish \(c\) as part of the energy.

The energy can be found directly. In a linear medium it is half the external charge times the total potential, so \(|\rho|^2\) is replaced by \(|\rho|^2/\varepsilon(k)\). For the Gaussian defect charge, small \(k\) gives

\[
\frac{|\rho(k)|^2}{\varepsilon(k)}=q^2\left\{\frac1\varepsilon+k^2\left[\left(1-\frac1\varepsilon\right)\lambda^2-\frac{s^2}{\varepsilon}\right]+\dots\right\}.
\]

The first term is a point charge with its energy divided by \(\varepsilon\). The second gives \(h(0)=4\pi q^2[\dots]\), which enters as \(h(0)/(2L^3)\), as before. The result is

\[
E_{\rm iso}-E_{\rm per}=\frac{q^2\alpha}{2\varepsilon L}+\frac{2\pi q^2}{L^3}\left[\left(1-\frac1\varepsilon\right)\lambda^2-\frac{s^2}{\varepsilon}\right],
\]

up to terms that fall exponentially once \(L\) is large against \(\lambda\) and \(s\). The \(1/L\) term carries the full Madelung value. Computed energies for \(L=1.0\) and 2.0 nm, solved for the coefficients of \(1/L\) and \(1/L^3\), give \(c=0.00000\).

Within this model, and with zero-average potentials, the full correction to leading order is \(q^2\alpha/(2\varepsilon L)\). The reduced term must be accompanied by something that restores the difference.

## 6. The shape term as a change of potential zero

Consider a cube holding a point charge \(q\) and a uniform charge \(-q\). It has no net charge, no dipole and, by cubic symmetry, no traceless quadrupole. Its potential falls as \(r^{-5}\), so the potentials of all cells can be summed directly, without setting any mean to zero. The mean of that sum is the integral of one cell's potential over all space, divided by \(L^3\). The integral is the \(k\to0\) limit of \(4\pi\rho_{\rm cell}(k)/k^2\). With \(\rho_{\rm cell}(k)=-k^2Q_{\rm cell}/6+\dots\) and \(Q_{\rm cell}=-qL^2/4\),

\[
\bar\phi=-\frac{2\pi Q_{\rm cell}}{3L^3}=\frac{\pi q}{6L}.
\]

A direct sum over cells gives \(0.52360\,q/L\), in agreement with \(\pi/6=0.52360\).

The long-range screening charge is such a cell with \(q\) replaced by \(-q(1-1/\varepsilon)\). Its mean potential, times \(q/\varepsilon\), is

\[
-\frac{\pi q^2}{6\varepsilon L}\left(1-\frac1\varepsilon\right),
\]

the shape term of section 4. The factor \(1/\varepsilon\) comes from ingredient 1 and is not derived here. The shape term thus has the size and the \(1/L\) law of a shift between two zeros of potential: the cell mean, and the zero natural to a sum of neutral cells.

## 7. What potential alignment restores

The band edge of the defect cell can be aligned to that of the perfect host through the potential far from the defect. Take a point charge and let the screening be complete at all distances, so that \(s=\lambda=0\). The zero-average potential is then

\[
\phi(\mathbf r)=\frac q\varepsilon\left[\frac1r-\frac\alpha L+\frac{2\pi r^2}{3L^3}\right]+(\text{cubic harmonics of order}\ge4).
\]

The constant follows from the definition of \(\alpha\), and the quadratic term from the background. The harmonics average to zero over any sphere about the defect. For \(R\le L/2\), integration over the sphere of radius \(R\) gives

\[
\int_{r<R}\phi\,d^3r=\frac q\varepsilon\left[2\pi R^2-\frac{4\pi\alpha R^3}{3L}+\frac{8\pi^2R^5}{15L^3}\right].
\]

The integral over the whole cell is zero, so the outer region holds the opposite amount. With \(x=R/L\), the mean of \(-\phi\) outside the sphere is

\[
\Delta V=\frac{q}{\varepsilon L}A(x),\qquad
A(x)=\frac{2\pi x^2-\frac{4\pi}{3}\alpha x^3+\frac{8\pi^2}{15}x^5}{1-\frac{4\pi}{3}x^3}.
\]

An electron has energy \(-\phi\) in these units, so \(\Delta V\) is the shift of the band edge far from the defect. A defect of charge \(q\) has given up \(q\) electrons, and its formation energy receives \(+q\Delta V\), which is positive for either sign of \(q\).

For the largest sphere that fits, \(x=\tfrac12\),

\[
A(\tfrac12)=\frac{1.5708-1.4856+0.1645}{0.4764}=0.524 .
\]

A grid average of the lattice potential gives 0.5242. The value is close to \(\pi/6\) but not equal to it (0.52410 against 0.52360). In the language of section 6, the directly summed potential of neutral cubes nearly averages to zero outside the inscribed sphere. For the spherical cell of section 1 it vanishes at the edge.

Divided by the full correction, the sum of reduced term and alignment is

\[
1-\frac{\pi}{3\alpha}\left(1-\frac1\varepsilon\right)+\frac{2A(x)}{\alpha}\;\approx\;1+\frac{0.369}{\varepsilon}\qquad(x=\tfrac12).
\]

With complete screening and this choice of sphere, the two pieces together come very close to the full value for large \(\varepsilon\). For small \(\varepsilon\) they overshoot, by up to 37% as \(\varepsilon\to1\).

The recovery depends on an excluded sphere whose radius stays close to \(L/2\) as the cell grows. For \(\varepsilon=20\), a sphere of radius \(0.3L\) gives a ratio of 0.854 to the full correction in every cell, and alignment at the cell corner, the point farthest from the defect, gives 1.215. If \(R\) is fixed, then \(A\approx2\pi R^2/L^2\) for large \(L\), and the alignment energy falls as \(L^{-3}\). The sum then approaches the reduced law. With \(R=0.3\) nm and \(\varepsilon=20\), its ratio to the full correction is 0.854, 0.722 and 0.671 for \(L=1\), 2 and 4 nm, and 0.649 for \(L=100\) nm.

## 8. A vacancy in a high-k gate oxide

Take a doubly positive oxygen vacancy in an oxide resembling hafnium dioxide: \(q=2\), \(L=1.0\) nm and \(\varepsilon=20\) with relaxed ions. The full correction is

\[
\frac{1.440\times4\times2.8373}{2\times20\times1.0}=0.409\ \text{eV}.
\]

The reduction factor is \(1-0.369\times0.95=0.649\), so the Lany-Zunger term is 0.265 eV and the shape term has removed 0.143 eV. Alignment outside \(R=L/2\) adds \(0.288\times0.524=0.151\) eV. The sum is 0.416 eV, 1.9% above the full correction.

A real alignment samples atoms, not a continuous region. In an idealized \(2\times2\times2\) fluorite cell with the vacancy at the origin, 95 atoms remain. The outcome depends on how many are used:

- Leaving out the four nearest cations keeps 91 sites and gives 0.056 eV, for a sum of 0.321 eV, 21% below the full correction.
- Keeping the 53 sites beyond 0.49 nm gives 0.142 eV, for a sum of 0.407 eV, within 1% of it.

These values sample the smooth model potential at ideal lattice sites. In a real oxide with relaxed ions, local fields and ionic displacements also shift the potential at each nucleus, and those shifts are not included here.

If the ions are held fixed, electrons alone screen, and \(\varepsilon=5\) is a rough value. The full correction rises to 1.63 eV and the reduced term to 1.15 eV. With alignment outside \(L/2\) the sum is 1.76 eV, 7.4% too high, as the estimate \(0.369/5\) predicts. The dielectric constant must match what the ions were allowed to do in the supercell calculation.

**Beside the real material.** A dielectric constant near 20 and a fluorite cell edge near 0.5 nm are rough typical values for hafnium dioxide. The stable bulk phase at room temperature is monoclinic, so its cell is not a cube and its dielectric tensor is anisotropic. Spreading the tensor to 1.2, 1.0 and 0.8 times \(\varepsilon\) along the cube axes, at fixed mean, moves the full correction by 0.001 eV. Incomplete screening close to the defect matters more: the \(L^{-3}\) term of section 5 is +0.081 eV, a fifth of the full correction. It rests on the chosen \(\lambda=s=0.05\) nm and scales with their squares, so it is an illustration, not a prediction for this vacancy: with both lengths at 0.1 nm it would be 0.33 eV, not far below the full correction itself. The same lengths also change the alignment. They add to the potential a short-range part whose integral over space is \(4\pi q[(1-1/\varepsilon)\lambda^2-s^2/(2\varepsilon)]\), the \(k\to0\) limit of its transform. Setting the mean potential to zero lowers the potential far from the defect by this integral divided by \(L^3\), which would add about 0.17 eV to the alignment energy. The reduced term plus alignment outside \(L/2\) is then 0.58 eV, while the correction including its \(L^{-3}\) term is 0.49 eV, so the sum is 19% too high. The close agreement found above between the sums and the full correction therefore belongs to the model with complete screening.

A gate stack adds an energy that no bulk supercell contains. An ideal metal at distance \(z\), facing oxide that fills the rest of space, attracts the defect with energy \(-q^2/(4\varepsilon z)\), which is half the interaction with an image charge at distance \(2z\). At \(z=1.0\) nm this is \(-0.072\) eV. It is a property of the device and should be added after the supercell error has been removed. The same holds for the energy of the charge in the electric field of the oxide, which can be larger: a field of 0.1 V/nm changes the energy of a charge \(q=2\) by 0.2 eV over 1 nm. The numerical output lists the remaining values.

## Computed values

```
Madelung constant alpha: 2.837297 (dimensionless)
Shift of alpha with Ewald splitting: 0.0e+00
Shape coefficient c = -pi/(3 alpha): -0.36908
pi/6: 0.52360
Mean potential, direct sum of neutral cubes: 0.52360 q/L
Vacuum test, Gaussian width: 0.04 L
Vacuum test, Gaussian displacement: 0.06 L
Vacuum quadrupole term, from energies: -0.01763 q^2/L
Vacuum quadrupole term, from formula: -0.01759 q^2/L
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
Defect charge q: 2 e
Cell edge L: 1.00 nm
Dielectric constant, relaxed ions: 20.0
Dielectric constant, fixed ions: 5.0
Defect charge width s: 0.050 nm
Screening cloud length lam: 0.050 nm
Screening density at cell corner / uniform value: 1.0000
Screening density at face centre / uniform value: 0.9905
Second moment/(q(1-1/eps)), ideal uniform: 0.2500 nm^2
Second moment/(q(1-1/eps)), with cloud: 0.2276 nm^2
Shape coefficient with finite cloud: -0.3361
Shape coefficient found from model energies: 0.00000
Full correction, eps relaxed: 0.4086 eV
Reduction factor, eps relaxed: 0.6494
Reduced (Lany-Zunger) term, eps relaxed: 0.2653 eV
Part removed by shape term: 0.1433 eV
Alignment number outside R = L/2: 0.52410 q/(eps L)
Same by grid average: 0.5242 q/(eps L)
Alignment number outside R = 0.3 L: 0.2902 q/(eps L)
Same by grid average: 0.2908 q/(eps L)
Alignment energy, R = L/2: 0.1509 eV
Reduced term plus alignment, R = L/2: 0.4162 eV
Its ratio to full correction: 1.0188
Fluorite sites beyond 0.23 nm: 91
Alignment energy from these sites: 0.0558 eV
Fluorite sites beyond 0.49 nm: 53
Alignment energy from these sites: 0.1422 eV
(Reduced + alignment)/full, R = 0.3 nm, L = 1 nm: 0.8539
(Reduced + alignment)/full, R = 0.3 nm, L = 2 nm: 0.7221
(Reduced + alignment)/full, R = 0.3 nm, L = 4 nm: 0.6708
(Reduced + alignment)/full, R = 0.3 nm, L = 100 nm: 0.6494
Full correction, fixed ions: 1.6342 eV
Reduced term, fixed ions: 1.1517 eV
Reduced plus alignment R = L/2, fixed ions: 1.7555 eV
Its ratio to full correction: 1.0742
Neglected: anisotropy, tensor/eps = [1.2, 1.0, 0.8]: +0.0012 eV
Neglected: finite cloud and charge width: +0.0814 eV
Neglected: metal gate at 1.0 nm: -0.0720 eV
```
